# Fowler–Nordheim Emission and the Image-Potential Correction at 5 V/nm

A metal fills the half-space \(x<0\). Its electrons are free, at zero temperature, with Fermi energy \(E_F\) and work function \(\phi\). Outside the flat surface an electric field of magnitude \(F\) pulls electrons towards positive \(x\). The electron charge is \(-e\) with \(e>0\), and energies are measured from the Fermi level. Inside the metal the potential energy is \(-E_F\); outside it is first taken as

\[
U(x)=\phi-eFx .
\]

Motion parallel to the surface separates from motion along \(x\), so tunnelling depends on the normal energy alone. Write this energy as \(-w\), with \(0\le w\le E_F\). The electron then faces a barrier of height \(H=\phi+w\) above its own normal energy. The current density \(J\) is quoted as a positive magnitude.

The numerical example has \(\phi=4.5\) eV, \(E_F=10\) eV and \(F=5\) V/nm. These are round model parameters and describe no particular metal.

## (a) The WKB exponent

**Find the WKB transmission of a barrier with two smooth turning points, and evaluate its exponent for the triangular barrier.**

In the barrier the local decay constant is \(\kappa(x)=\sqrt{2m[U(x)+w]}/\hbar\). Define

\[
G=2\int_{x_1}^{x_2}\kappa(x)\,dx ,
\]

where \(x_1,x_2\) are the ends of the forbidden region. Near a smooth turning point the potential is linear and the solutions are Airy functions. Let \(z>0\) be the forbidden side and \(\zeta=\tfrac23|z|^{3/2}\). For large \(|z|\),

\[
\begin{aligned}
z>0:&\quad \mathrm{Ai}\simeq\frac{e^{-\zeta}}{2\sqrt\pi z^{1/4}},\quad
\mathrm{Bi}\simeq\frac{e^{\zeta}}{\sqrt\pi z^{1/4}},\\
z<0:&\quad \mathrm{Ai}\simeq\frac{\sin(\zeta+\pi/4)}{\sqrt\pi|z|^{1/4}},\quad
\mathrm{Bi}\simeq\frac{\cos(\zeta+\pi/4)}{\sqrt\pi|z|^{1/4}} .
\end{aligned}
\]

At the outer turning point the outgoing wave is \(\mathrm{Bi}+i\,\mathrm{Ai}\propto e^{i(\zeta+\pi/4)}\), since \(\zeta\) grows with \(x\) there. Its amplitude, apart from the factor \(|z|^{-1/4}\), equals that of the growing exponential \(\mathrm{Bi}\) inside the barrier. Followed back to the inner turning point, this exponential has gained \(e^{G/2}\).

Seen from the inner point, the same solution decays into the barrier and is proportional to \(\mathrm{Ai}\). Its barrier amplitude carries the factor \(1/2\). On the allowed side the sine splits into two travelling waves, each also with the factor \(1/2\). The incoming amplitude is therefore \(e^{G/2}\) times the outgoing one. The factors \(|z|^{-1/4}\) are the usual velocity factors that conserve flux, so

\[
D_{\rm WKB}=e^{-G},\qquad G\gg1 .
\]

For the triangle, \(x_1=0\) and \(x_2=H/(eF)\). Since \(\int_0^{H/eF}\sqrt{H-eFx}\,dx=2H^{3/2}/(3eF)\),

\[
G(H)=\frac{2\sqrt{2m}}{\hbar}\,\frac{2H^{3/2}}{3eF}
=\frac{4\sqrt{2m}\,H^{3/2}}{3\hbar eF}.
\]

The inner end of this barrier is a sharp step, not a smooth turning point. The exponent is meaningful, but the prefactor of one needs checking.

## (b) Transmission through the sharp triangle

**Match the wave functions at \(x=0\) and find the transmission for \(G\gg1\).**

Outside the metal,

\[
\psi''=\frac{2m}{\hbar^2}(H-eFx)\psi .
\]

Set \(\ell=(\hbar^2/2meF)^{1/3}\) and \(z=(H/eF-x)/\ell\). Then \(\psi_{zz}=(2meF\ell^3/\hbar^2)z\psi=z\psi\). The outgoing solution is \(\psi=\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)\).

The flux is \((\hbar/m)\,\mathrm{Im}(\psi^*\psi')\). Because \(d/dx=-\ell^{-1}d/dz\), and the Wronskian is \(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi\),

\[
\mathrm{Im}(\psi^*\psi')=-\frac1\ell(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')=\frac1{\pi\ell}.
\]

Inside, \(\psi=Ae^{ikx}+Be^{-ikx}\) with \(k=\sqrt{2m(E_F-w)}/\hbar\). Continuity of \(\psi\) and \(\psi'\) gives \(\psi(0)=A+B\) and \(\psi'(0)=ik(A-B)\). Hence

\[
A=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right],\qquad
D=\frac{1}{\pi\ell k|A|^2}.
\]

At the surface \(z_0=H/(eF\ell)\), and inserting \(\ell\) gives \(\tfrac23z_0^{3/2}=G/2\). For large \(G\), \(\mathrm{Ai}\) and \(\mathrm{Ai}'\) are exponentially small, while

\[
\mathrm{Bi}(z_0)\simeq\frac{e^{G/2}}{\sqrt\pi z_0^{1/4}},\qquad
\mathrm{Bi}'(z_0)\simeq\frac{z_0^{1/4}e^{G/2}}{\sqrt\pi}.
\]

The first term in \(A\) is real and the second, \(i\,\mathrm{Bi}'/(k\ell)\), is imaginary, so their squares add. With \(\kappa=\sqrt{2mH}/\hbar=\sqrt{z_0}/\ell\),

\[
|A|^2\simeq\frac{e^G}{4\pi}\left(\frac1{\kappa\ell}+\frac{\kappa}{k^2\ell}\right)
=\frac{e^G}{4\pi\ell}\,\frac{k^2+\kappa^2}{\kappa k^2},
\]

\[
D\simeq\frac{4k\kappa}{k^2+\kappa^2}\,e^{-G}.
\]

At the Fermi level, \(w=0\), the prefactor is

\[
P=\frac{4\sqrt{E_F\phi}}{E_F+\phi}\le2 .
\]

The step changes the prefactor and leaves the exponent alone. For the example \(P=1.85\). The exact Airy transmission at the Fermi level is \(3.99\times10^{-6}\), which differs from \(Pe^{-G}\) by 0.6% of the latter.

## (c) The current density

**Sum over the occupied states, find the leading current law, and estimate its first correction in the energy integral.**

With two spin states,

\[
J=2e\int_{k_x>0}\frac{d^3k}{(2\pi)^3}\,\frac{\hbar k_x}{m}\,D .
\]

At fixed \(w\), occupied states satisfy \(\hbar^2k_\perp^2/2m\le w\), a disc of area \(2\pi mw/\hbar^2\) in the parallel wave vector. Also \((\hbar k_x/m)\,dk_x=|dw|/\hbar\). Therefore

\[
J=\frac{2e}{8\pi^3}\,\frac{2\pi m}{\hbar^3}\int_0^{E_F}wD\,dw
=\frac{em}{2\pi^2\hbar^3}\int_0^{E_F}wD(w)\,dw .
\]

The factor \(w\) counts parallel motions. It vanishes at the Fermi level, while \(D\) falls with depth. Expand the exponent about \(w=0\), writing \(G\) for \(G(\phi)\):

\[
G(\phi+w)\simeq G+\frac wd,\qquad
\frac1d=\frac{dG}{d\phi}=\frac{2\sqrt{2m\phi}}{\hbar eF}.
\]

If \(d\ll E_F\), the upper limit may be taken to infinity, and \(\int_0^\infty we^{-w/d}dw=d^2\). If also \(d\ll\phi\), the prefactor may be held at \(P\):

\[
J\simeq P\,\frac{em}{2\pi^2\hbar^3}\,
\frac{\hbar^2e^2F^2}{8m\phi}\,e^{-G}.
\]

Using \(h=2\pi\hbar\), so that \(16\pi^2\hbar=8\pi h\), gives the Fowler–Nordheim law

\[
\boxed{J\simeq P\,\frac{e^3F^2}{8\pi h\phi}
\exp\left[-\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF}\right]}
\]

The elementary form sets \(P=1\); the sharp step requires the \(P\) of part (b).

The next term in the expansion is \(\tfrac12G''w^2\). Since \(G'\propto\phi^{1/2}\), \(G''=1/(2\phi d)\), and the integrand gains a factor \(1-w^2/(4\phi d)\). With \(\int_0^\infty w^3e^{-w/d}dw=6d^4\), the current with \(P=1\) is multiplied by

\[
1-\frac{6d^4}{4\phi d\,d^2}=1-\frac{3d}{2\phi}.
\]

For the example, \(4\sqrt{2m}\phi^{3/2}/(3\hbar e)=65.21\) V/nm, so

\[
G=\frac{65.21}{5}=13.04,\qquad
d=\frac{2\phi}{3G}=\frac{9.0}{39.12}=0.230\ \text{eV}.
\]

The elementary law gives \(J=1.86\times10^7\) A/m². The correction factor is 0.923, and the full integral of the WKB exponential gives 0.933.

The current from the exact Airy transmission is 1.76 times the elementary value. This can be traced. For the sharp step, \(\ln[4k\kappa/(k^2+\kappa^2)]\) has slope \(\tfrac12(1/\phi-1/E_F)=0.061\) eV⁻¹ in \(w\), because \(k^2+\kappa^2\) does not depend on \(w\). The mean \(w\) with weight \(we^{-w/d}\) is \(2d=0.46\) eV, which raises the prefactor by about 3%. The product \(1.85\times0.933\times1.03\times0.994\) reproduces 1.76 to about one per cent.

## (d) The image potential

**Find the potential energy of an electron outside a classical conductor and the shape of the new barrier.**

An electron at distance \(x\) induces positive charge on the surface. Outside the metal, the field of this charge equals that of a charge \(+e\) at \(-x\): together with the electron it makes the plane an equipotential, and this boundary condition fixes the field. The separation is \(2x\), so the attraction is

\[
\frac{e^2}{4\pi\varepsilon_0(2x)^2}=\frac{e^2}{16\pi\varepsilon_0x^2}.
\]

The energy, zero at infinity, is minus the work needed to remove the electron:

\[
U_{\rm im}(x)=-\int_x^\infty\frac{e^2\,dx'}{16\pi\varepsilon_0x'^2}
=-\frac Cx,\qquad C=\frac{e^2}{16\pi\varepsilon_0}.
\]

This is half the interaction energy of two fixed charges at separation \(2x\), because the image moves with the electron. The barrier becomes

\[
U(x)=\phi-eFx-\frac Cx .
\]

Its maximum, where \(eF=C/x^2\), lies at \(x_m=\sqrt{C/eF}\). There the two negative terms are equal, and the top is lowered by

\[
2\sqrt{CeF}=\sqrt{\frac{e^3F}{4\pi\varepsilon_0}} .
\]

At the Fermi level the turning points solve \(eFx^2-\phi x+C=0\):

\[
x_\pm=\frac{\phi}{2eF}(1\pm s),\quad s=\sqrt{1-f},\quad
f=\frac{4CeF}{\phi^2}=\frac{e^3F}{4\pi\varepsilon_0\phi^2}.
\]

Thus \(\sqrt f\) is the lowering divided by \(\phi\). At \(f=1\) the top reaches the Fermi level and the tunnelling description fails.

In the example \(C=0.360\) eV nm, and the lowering is \(2\sqrt{0.360\times5}=2.68\) eV. The top is 1.82 eV above the Fermi level, at \(x=0.27\) nm. The forbidden region runs from 0.089 to 0.811 nm, instead of from 0 to 0.900 nm. Here \(f=0.356\), and \(f=1\) would require 14.1 V/nm.

## (e) The corrected exponent and prefactor

**Express the WKB action and its derivative with respect to \(\phi\) through complete elliptic integrals, and correct the current law.**

Let \(x_+=b^2\), \(x_-=a^2\) and \(x=u^2\). Since \(\phi-eFx-C/x=eF(x_+-x)(x-x_-)/x\),

\[
G_{\rm im}=\frac{4\sqrt{2meF}}\hbar\,I,\qquad
I=\int_a^b\sqrt{(b^2-u^2)(u^2-a^2)}\,du .
\]

Define \(\mu=1-a^2/b^2=2s/(1+s)\) and \(\Delta=\sqrt{1-\mu\sin^2\theta}\), and substitute \(u=b\Delta\). Then

\[
b^2-u^2=b^2\mu\sin^2\theta,\quad
u^2-a^2=b^2\mu\cos^2\theta,\quad
du=-\frac{b\mu\sin\theta\cos\theta}{\Delta}d\theta .
\]

The point \(u=b\) is \(\theta=0\), and \(u=a\) is \(\theta=\pi/2\); reversing the limits removes the minus sign. Hence

\[
I=b^3\mu^2M,\qquad M=\int_0^{\pi/2}\frac{\sin^2\theta\cos^2\theta}{\Delta}d\theta .
\]

Let \(\mathcal K=\int_0^{\pi/2}d\theta/\Delta\), \(\mathcal E=\int_0^{\pi/2}\Delta\,d\theta\) and \(T=\int_0^{\pi/2}\Delta^3d\theta\). From \(\mu\sin^2\theta=1-\Delta^2\) and \(\mu\cos^2\theta=\Delta^2-(1-\mu)\),

\[
\mu^2M=-(1-\mu)\mathcal K+(2-\mu)\mathcal E-T .
\]

A second relation removes \(T\). The derivative

\[
\frac{d}{d\theta}(\sin\theta\cos\theta\,\Delta)
=\cos2\theta\,\Delta-\mu\frac{\sin^2\theta\cos^2\theta}{\Delta}
\]

integrates to zero. With \(\cos2\theta=1-2(1-\Delta^2)/\mu\), this gives

\[
\mu^2M=-(2-\mu)\mathcal E+2T .
\]

Adding twice the first relation to the second yields

\[
3\mu^2M=(2-\mu)\mathcal E-2(1-\mu)\mathcal K .
\]

Now \(b^2(2-\mu)=a^2+b^2=\phi/(eF)\) and \(b^2(1-\mu)=a^2=\phi(1-s)/(2eF)\), so

\[
I=\frac{b\phi}{3eF}\left[\mathcal E-(1-s)\mathcal K\right].
\]

Inserting \(b=\sqrt{\phi/eF}\sqrt{(1+s)/2}\) gives \(G_{\rm im}=vG\), where

\[
v=\sqrt{\frac{1+s}2}\left[\mathcal E(\mu)-(1-s)\mathcal K(\mu)\right].
\]

For the derivative, the moving turning points contribute nothing because the integrand vanishes there. Thus

\[
\frac{dG_{\rm im}}{d\phi}=\frac{\sqrt{2m}}\hbar
\int_{x_-}^{x_+}\frac{dx}{\sqrt{\phi-eFx-C/x}}
=\frac{2\sqrt{2m}}{\hbar\sqrt{eF}}
\int_a^b\frac{u^2\,du}{\sqrt{(b^2-u^2)(u^2-a^2)}} .
\]

The same substitution turns the last integral into \(b\int_0^{\pi/2}\Delta\,d\theta=b\mathcal E\). Therefore

\[
\frac{dG_{\rm im}}{d\phi}=\frac td,\qquad
t=\sqrt{\frac{1+s}2}\,\mathcal E(\mu).
\]

The decay energy is now \(d/t\), and the energy integral of part (c) gives \((d/t)^2\). With the WKB prefactor of one,

\[
\boxed{J_{\rm im}\simeq\frac{e^3F^2}{8\pi h\phi\,t^2}\,e^{-vG}}
\]

This requires \(vG\gg1\) and a decay energy small compared with \(E_F\) and with the remaining barrier height. These conditions do not make the prefactor of one exact. As \(F\to0\) the inner turning point stays near \(C/\phi\), where the potential varies on an atomic scale, so a transmission prefactor of order one remains. With the cut-off potential of part (g), at the Fermi level and 0.5 V/nm, where \(vG=123\), it is 0.92 for \(E_F=10\) eV and 1.28 for \(E_F=5\) eV.

## (f) Weak fields and the slope

**Find \(v\) for small \(f\), and find how the image potential changes the slope of the exponent against \(1/F\).**

For small \(f\), \(s\simeq1-f/2\) and \(1-\mu=(1-s)/(1+s)\simeq f/4\). Let \(L=\ln(4/\sqrt{1-\mu})\simeq\ln(8/\sqrt f)\). The standard expansions near \(\mu=1\) are \(\mathcal K\simeq L\) and \(\mathcal E\simeq1+\tfrac12(1-\mu)(L-\tfrac12)\). Hence

\[
\begin{aligned}
v&\simeq\left(1-\frac f8\right)\left[1+\frac f8\left(L-\frac12\right)-\frac f2L\right]\\
&\simeq1-\frac{3f}{16}-\frac{3f}{8}L\\
&=1-\left(\frac98\ln2+\frac3{16}\right)f+\frac3{16}f\ln f .
\end{aligned}
\]

The logarithm arises because expanding the square root in \(C/x\) gives an integral that diverges at the surface as \(\int dx/x\).

Since \(G\propto1/F\) and \(f\propto F\), the product \(Gf\) is independent of field. The exponent gain \((1-v)G\) therefore grows like \(-\tfrac3{16}Gf\ln f\) as \(F\to0\). The barrier shape approaches the triangle, yet the current ratio increases. The WKB enhancement \(J_{\rm im}/J\), with \(P=1\) in \(J\), shows this trend:

| \(F\) (V/nm) | \(v\) | \(t\) | Enhancement |
|---|---|---|---|
| 2 | 0.809 | 1.029 | 475 |
| 3 | 0.729 | 1.039 | 332 |
| 5 | 0.581 | 1.056 | 211 |

For the slope, write \(G=\beta/F\). As \(f\propto F\),

\[
\frac{d(vG)}{d(1/F)}=\beta\left(v-f\frac{dv}{df}\right).
\]

At fixed field, \(G\propto\phi^{3/2}\) and \(f\propto\phi^{-2}\). Differentiating \(vG\) with respect to \(\phi\) and comparing with \(t/d=3Gt/(2\phi)\) gives \(t=v-\tfrac43f\,dv/df\). Eliminating the derivative,

\[
\frac1\beta\frac{d(vG)}{d(1/F)}=\frac{v+3t}4 .
\]

At 5 V/nm this is \((0.581+3\times1.056)/4=0.937\). The exponent itself falls by 42%, but its slope falls by only 6%. At this field the image potential thus changes the slope of a plot of \(\ln(J/F^2)\) against \(1/F\) only slightly, though the change grows with \(F\). It raises the curve itself by the logarithm of the enhancement.

## (g) The correction at 5 V/nm

**Evaluate the change in current, and assess it with the Schrödinger equation.**

The WKB exponent falls from 13.04 to \(0.5813\times13.04=7.58\). The exponential gain is \(e^{5.46}=235\). Division by \(t^2\) contributes a factor 0.897, so

\[
\frac{J_{\rm im}}{J}=235\times0.897=211 .
\]

The WKB current rises from \(1.86\times10^7\) to \(3.92\times10^9\) A/m².

WKB is less secure close to the surface, where the potential changes rapidly. The Schrödinger equation was therefore solved numerically for the image barrier, with \(-C/x-eFx\) cut off where it meets the well bottom at \(-(E_F+\phi)\), both measured from the zero-field vacuum level. The currents compare as follows.

| Barrier | WKB (A/m²) | Wave equation (A/m²) | Ratio |
|---|---|---|---|
| Triangle | \(1.86\times10^7\) | \(3.27\times10^7\) | 1.76 |
| With image | \(3.92\times10^9\) | \(3.45\times10^9\) | 0.88 |

The image-corrected WKB current is thus 14% above the wave-equation value. This figure holds for \(E_F=10\) eV only: the ratio 0.88 becomes 1.24 for \(E_F=5\) eV and 0.71 for \(E_F=15\) eV. The enhancement, however, depends on the reference. Between the two wave-equation currents it is

\[
211\times\frac{0.880}{1.760}=105.5 ,
\]

half the WKB value, because the sharp triangle has the larger prefactor. Relative to the elementary law with \(P=1\), the wave-equation current with image is larger by \(211\times0.880=186\).

At the Fermi level the image-barrier transmission is 0.84 times \(e^{-vG}\). The full energy integral of the WKB exponential is 0.945 times its linearized value, so the average prefactor over the emitted electrons is \(0.880/0.945=0.93\). It exceeds 0.84, so the prefactor is larger, on average, for the deeper electrons that contribute to the current.

The slope of \(\ln(J/F^2)\) from the wave equation is 0.928 of the triangular exponent's slope, close to the estimate 0.937 from part (f), which covers the exponent alone. Including \(1/t^2\) gives 0.932, and the full energy integral of the WKB exponential gives 0.928, so the transmission prefactor hardly affects the slope.

In this model the image potential therefore raises the current at 5 V/nm by about two orders of magnitude. The factor carries a large model uncertainty: the inner turning point is 0.09 nm from the ideal surface, an atomic distance at which a classical image charge on a sharp plane is an assumption. Replacing \(-C/x\) by \(-C/(x+x_0)\) with \(x_0=C/(E_F+\phi)=0.025\) nm, which joins the well bottom at \(x=0\), lowers the wave-equation enhancement from 105.5 to 59. With the original cut-off, \(E_F=5\) eV and 15 eV give 140 and 94. The numerical check checks the action formulas by quadrature and the wave-equation solver against the Airy solution.

## Calculated quantities

```
work function phi = 4.5 eV
Fermi energy EF = 10.0 eV
field F = 5.0 V/nm
2m/hbar^2 = 26.2468 1/(eV nm^2)
e^2/(16 pi eps0) = 0.35999 eV nm
4 sqrt(2m)/(3 hbar e) = 6.8309 eV^(-3/2) V/nm
triangular width phi/(eF) = 0.900 nm
triangular exponent G = 13.041
exp(-G) = 2.169e-06
decay energy d, triangle = 0.2300 eV
1 - 3d/(2 phi) = 0.9233
integrated/linearized WKB, triangle = 0.9334
sharp-step prefactor P = 1.8505
exact D at Fermi level, triangle = 3.988e-06
Airy D/(P exp(-G)) - 1, magnitude = 0.0063
image lowering of barrier top = 2.683 eV
remaining barrier height = 1.817 eV
position of barrier top = 0.268 nm
inner turning point = 0.0887 nm
outer turning point = 0.8113 nm
field at which barrier top reaches Fermi level = 14.06 V/nm
scaled field f = 0.3555
s = sqrt(1-f) = 0.8028
elliptic parameter k^2 = 0.8906
v = 0.5813
t = 1.0561
image exponent v G = 7.581
decay energy d/t, image = 0.2178 eV
exponential gain exp((1-v)G) = 235.3
prefactor change 1/t^2 = 0.8966
WKB J, triangle = 1.857e+07 A/m^2
WKB J, image = 3.918e+09 A/m^2
WKB image enhancement = 211.0
integrated/linearized WKB, image = 0.9447
wave-equation D at Fermi level, image = 4.302e-04
that D divided by exp(-vG) = 0.843
wave-equation J, triangle = 3.268e+07 A/m^2
wave-equation J, image = 3.447e+09 A/m^2
wave-equation/WKB J, triangle = 1.760
wave-equation/WKB J, image = 0.880
wave-equation image enhancement = 105.5
triangular slope magnitude = 65.21 V/nm
slope factor (v+3t)/4 = 0.9374
wave-equation slope/triangular = 0.9278
F = 2 V/nm: v = 0.8092, t = 1.0292, WKB enhancement = 474.8
F = 3 V/nm: v = 0.7294, t = 1.0392, WKB enhancement = 331.9
F = 5 V/nm: v = 0.5813, t = 1.0561, WKB enhancement = 211.0
```
